\section*{Normalization, moments and potential of the two-parameter Fermi charge distribution}

\section{Definitions and conventions}

A spherical nucleus of charge number $Z$ is given the normalized charge density
\begin{equation}
\rho(r)=\rho_0 f(r),\qquad f(r)=\frac{1}{1+e^{(r-c)/a}},\qquad \int\rho\,d^3r=1,
\end{equation}
with $c>0$ and $a>0$. At $r=c$ the density is $\rho_0/2$, and $a$ sets the width of the surface. For $f=0.9$ and $f=0.1$, since $(r-c)/a=\ln(1/f-1)$, the two radii are $c\mp a\ln 9=c\mp 2a\ln 3$, and the surface thickness is $4a\ln3$.

Lengths are in fm and energies in MeV, because hartree units are unnatural inside a nucleus. With $\kappa=e^2/(4\pi\epsilon_0)$, the potential energy of an electron is $V(r)$, which tends to $-Z\kappa/r$ far away. For integers $k\ge0$ and $s\ge2$, and for $y\ge0$, define
\begin{equation}
I_k=\int_0^\infty r^k f\,dr,\qquad E_s(y)=\sum_{n\ge1}(-1)^{n+1}\frac{e^{-ny}}{n^s},\qquad \eta(s)=E_s(0).
\end{equation}
The same series also defines $E_1(y)$ for $y>0$. Then $4\pi\rho_0I_2=1$ and $\langle r^k\rangle=I_{k+2}/I_2$. The result to be derived is
\begin{align}
I_k&=P_k+(-1)^k k!\,a^{k+1}E_{k+1}(c/a),\label{main}\\
P_k&=\frac{c^{k+1}}{k+1}+2\sum_{j\ \mathrm{odd}\le k}\frac{k!}{(k-j)!}\,\eta(j+1)\,c^{k-j}a^{j+1}.\label{pk}
\end{align}
The Sommerfeld series terminates, and what it omits is of order $e^{-c/a}$ when $c\gg a$.

\section{First derivation: reflection about the surface}

\subsection{The radial integrals}

Split $I_k$ at $c$. Put $r=c+ax$ outside and $r=c-ax$ inside, where $1/(1+e^{-x})=1-1/(e^x+1)$:
\begin{equation}
I_k=\frac{c^{k+1}}{k+1}-a\int_0^{c/a}\frac{(c-ax)^k}{e^x+1}dx+a\int_0^\infty\frac{(c+ax)^k}{e^x+1}dx .
\end{equation}
Extend the first integral to infinity and add back the piece so subtracted. In that piece put $x=c/a+t$, so that $c-ax=-at$:
\begin{equation}
a\int_{c/a}^\infty\frac{(c-ax)^k}{e^x+1}dx=(-1)^ka^{k+1}\int_0^\infty\frac{t^k\,dt}{e^{t+c/a}+1}.
\end{equation}
Expanding the denominator in powers of $e^{-t-y}$ and using $\int_0^\infty t^ke^{-nt}dt=k!/n^{k+1}$ gives
\begin{equation}
\int_0^\infty\frac{t^k\,dt}{e^{t+y}+1}=k!\,E_{k+1}(y).\label{fd}
\end{equation}
The partial sums of the alternating series lie between zero and its first term, which is integrable, so the sum and the integral may be exchanged. This is the last term of \eqref{main}. In the two full-range integrals the even powers of $x$ cancel:
\begin{equation}
(c+ax)^k-(c-ax)^k=2\sum_{j\ \mathrm{odd}}\binom{k}{j}c^{k-j}a^jx^j .
\end{equation}
With \eqref{fd} at $y=0$ and $\binom kj j!=k!/(k-j)!$, this gives \eqref{pk}.

The values of $\eta$ follow from the Fourier series of $\cos\alpha x$ on $[-\pi,\pi]$, whose cosine coefficients are $(-1)^n(\sin\pi\alpha/\pi)\,2\alpha/(\alpha^2-n^2)$. At $x=0$, for $|\alpha|<1$,
\begin{equation}
\frac{\pi\alpha}{\sin\pi\alpha}=1+2\sum_{n\ge1}(-1)^{n+1}\frac{\alpha^2}{n^2-\alpha^2}=1+2\sum_{m\ge1}\eta(2m)\alpha^{2m}.
\end{equation}
Inverting $\sin z/z=1-z^2/6+z^4/120-z^6/5040+\dots$ gives
\begin{equation}
\frac{z}{\sin z}=1+\frac{z^2}{6}+\frac{7z^4}{360}+\frac{31z^6}{15120}+\dots\label{sinexp}
\end{equation}
Hence $\eta(2)=\pi^2/12$, $\eta(4)=7\pi^4/720$ and $\eta(6)=31\pi^6/30240$.

\subsection{Normalization and mean-square radius}

For $k=2$ only $j=1$ enters, and for $k=4$ both $j=1$ and $j=3$:
\begin{align}
P_2&=\frac{c^3}{3}+4ca^2\frac{\pi^2}{12}=\frac{c^3}{3}\left(1+u\right),\qquad u=\frac{\pi^2a^2}{c^2},\\
P_4&=\frac{c^5}{5}+8c^3a^2\frac{\pi^2}{12}+48ca^4\frac{7\pi^4}{720}
=\frac{c^5}{5}\left(1+\frac{10u}{3}+\frac{7u^2}{3}\right).
\end{align}
The normalization is therefore
\begin{equation}
\rho_0=\frac{3}{4\pi c^3}\left[1+\frac{\pi^2a^2}{c^2}+\frac{6a^3}{c^3}E_3(c/a)\right]^{-1}.
\end{equation}
The last bracket in $P_4$ equals $(1+u)(1+7u/3)$, so $1+u$ cancels in the ratio:
\begin{equation}
R_0^2\equiv\frac{P_4}{P_2}=\frac{3c^2}{5}\left(1+\frac{7u}{3}\right)=\frac{3c^2}{5}+\frac{7\pi^2a^2}{5}.\label{r0}
\end{equation}
There is no $a^4/c^2$ term and no higher power correction. Since $P_4=R_0^2P_2$, the error of \eqref{r0} is
\begin{equation}
\langle r^2\rangle-R_0^2=\frac{24a^5E_5(c/a)-2a^3R_0^2E_3(c/a)}{I_2}.\label{defect}
\end{equation}
This is negative for every $c>0$. Let $q=e^{-c/a}<1$. The terms of the alternating series decrease, so $E_5<q$ and $E_3>q-q^2/8$, whence $E_5/E_3<1/(1-q/8)<8/7$. The numerator is $2a^3E_3(12a^2E_5/E_3-R_0^2)$. Its first term in parentheses is below $96a^2/7\approx13.71a^2$, while $R_0^2>7\pi^2a^2/5\approx13.82a^2$. For $c\gg a$ the series may be cut at $n=1$, which gives
\begin{equation}
\langle r^2\rangle-R_0^2\simeq-\frac{2a^3(R_0^2-12a^2)}{P_2}\,e^{-c/a}.\label{lead}
\end{equation}

In the opposite limit, $c\to0$, both $P_2$ and $P_4$ vanish and the integrals consist of the $E$ terms alone: $I_2\to2a^3\eta(3)$ and $\langle r^2\rangle\to12a^2\eta(5)/\eta(3)$. The polynomial normalization then fails completely, although $R_0^2$ stays finite.

\subsection{The potential}

From $V=-Z\kappa\int\rho(r')|\mathbf r-\mathbf r'|^{-1}d^3r'$ follows $\nabla^2V=4\pi Z\kappa\rho$. With $\rho=f/(4\pi I_2)$ and $\nabla^2V=(rV)''/r$,
\begin{equation}
(rV)''=\frac{Z\kappa}{I_2}\,rf(r).
\end{equation}
Define $J(r)=\int_r^\infty s(s-r)f(s)\,ds$. Then $J'=-\int_r^\infty sf\,ds$ and $J''=rf$. As $J\to0$ and $rV\to-Z\kappa$ at infinity, no linear function of $r$ can be added, and
\begin{equation}
V(r)=-\frac{Z\kappa}{r}\left[1-\frac{J(r)}{I_2}\right].\label{vj}
\end{equation}
Put $s=r+t$, so that $J=\int_0^\infty(rt+t^2)f(r+t)\,dt$. For $r\ge c$, \eqref{fd} gives
\begin{equation}
J=ra^2E_2(y)+2a^3E_3(y),\qquad y=(r-c)/a .\label{jout}
\end{equation}
For $r\le c$, $f(r+t)$ is a Fermi function of $t$ with half-density radius $d=c-r$. Equation \eqref{main} then applies with $c$ replaced by $d$, and now $y=d/a$:
\begin{equation}
J=r\left[\frac{d^2}{2}+\frac{\pi^2a^2}{6}-a^2E_2(y)\right]+\frac{d^3}{3}+\frac{\pi^2a^2d}{3}+2a^3E_3(y).
\end{equation}
The powers combine as
\begin{align}
\frac{rd^2}{2}+\frac{d^3}{3}&=\frac{c^3}{3}-\frac{c^2r}{2}+\frac{r^3}{6},\\
\pi^2a^2\left(\frac r6+\frac{c-r}{3}\right)&=\pi^2a^2\left(\frac c3-\frac r6\right).
\end{align}
Subtracting $J$ from $I_2=c^3/3+\pi^2a^2c/3+2a^3E_3(c/a)$ and dividing by $r$ gives, for $r\le c$,
\begin{align}
V(r)=-\frac{Z\kappa}{I_2}\Big\{&\frac{c^2}{2}+\frac{\pi^2a^2}{6}-\frac{r^2}{6}+a^2E_2\!\left(\tfrac{c-r}{a}\right)\nonumber\\
&-\frac{2a^3}{r}\left[E_3\!\left(\tfrac{c-r}{a}\right)-E_3\!\left(\tfrac ca\right)\right]\Big\}.\label{vin}
\end{align}
Since $dE_3/dy=-E_2$, the last term tends to $-2a^2E_2(c/a)$ as $r\to0$. The braces become $c^2/2+\pi^2a^2/6-a^2E_2(c/a)=I_1$, so $V(0)=-Z\kappa I_1/I_2$. For $a\to0$ the potential becomes that of a uniform ball, $-(Z\kappa/2c)(3-r^2/c^2)$ inside.

\section{Second derivation: a superposition of uniform balls}

\subsection{Moments from the surface profile}

Let $w(x)=[4a\cosh^2(x/2a)]^{-1}$. This function is even, has unit area and satisfies $-f'(r)=w(r-c)$. Therefore
\begin{equation}
f(r)=\int_r^\infty w(R-c)\,dR,
\end{equation}
which says that the charge is a superposition of uniform balls of radius $R$ with weight $w(R-c)$. A ball of unit density contributes $R^{k+1}/(k+1)$ to $I_k$, so
\begin{equation}
I_k=\frac1{k+1}\int_0^\infty R^{k+1}w(R-c)\,dR .\label{ball}
\end{equation}
Extend the range to $-\infty$ and call the result $\tilde P_k$. The added part has $R=-t<0$. There $w(t+c)\le a^{-1}e^{-(t+c)/a}$, because $4\cosh^2(x/2a)\ge e^{x/a}$, and so
\begin{equation}
|I_k-\tilde P_k|\le\frac{e^{-c/a}}{(k+1)a}\int_0^\infty t^{k+1}e^{-t/a}dt=k!\,a^{k+1}e^{-c/a}.\label{bound}
\end{equation}
What remains is a set of moments $m_j=\int x^jw\,dx$:
\begin{equation}
\tilde P_k=\frac1{k+1}\int_{-\infty}^{\infty}(c+x)^{k+1}w(x)\,dx .\label{pt}
\end{equation}
To find them, use $p=1/(1+e^{x/a})$ as variable, with $dp=-w\,dx$ and $e^{x/a}=(1-p)/p$. For $|\sigma a|<1$,
\begin{align}
\int e^{\sigma x}w\,dx&=\int_0^1(1-p)^{\sigma a}p^{-\sigma a}dp\nonumber\\
&=\Gamma(1+\sigma a)\Gamma(1-\sigma a)=\frac{\pi\sigma a}{\sin\pi\sigma a}.\label{mgf}
\end{align}
The coefficient of $\sigma^j$ is $m_j/j!$. With \eqref{sinexp},
\begin{equation}
m_2=\frac{\pi^2a^2}{3},\qquad m_4=\frac{7\pi^4a^4}{15},\qquad m_6=\frac{31\pi^6a^6}{21}.
\end{equation}
The binomial expansion of \eqref{pt} then gives
\begin{align}
\tilde P_2&=\tfrac13(c^3+3cm_2)=\tfrac13c^3+\tfrac13\pi^2a^2c,\\
\tilde P_4&=\tfrac15(c^5+10c^3m_2+5cm_4)=\tfrac15c^5+\tfrac23\pi^2a^2c^3+\tfrac7{15}\pi^4a^4c,
\end{align}
in agreement with $P_2$ and $P_4$. In general $P_k-\tilde P_k$ is a polynomial in $c$ that tends to zero as $c\to\infty$ at fixed $a$, so it is zero.

\subsection{Why the factor cancels}

Multiply \eqref{pt} by $\sigma^k/k!$ and sum over $k$. By \eqref{mgf},
\begin{equation}
\sum_{k\ge0}\frac{\sigma^k}{k!}P_k(c)=\frac{\pi a\,e^{\sigma c}}{\sin\pi\sigma a}-\frac1\sigma .
\end{equation}
Replacing $c$ by $c\pm i\pi a$ and subtracting produces $2i\sin(\pi\sigma a)$ in the numerator, which removes the sine. Comparing powers of $\sigma$,
\begin{equation}
P_k(c+i\pi a)-P_k(c-i\pi a)=2\pi i\,a\,c^k .
\end{equation}
For even $k$, $P_k$ is odd in $c$ because $w$ is even. At $c=0$ with even $k\ge2$ the identity becomes $2P_k(i\pi a)=0$. Hence $P_k$ vanishes at $c=0$ and $c=\pm i\pi a$, the three zeros of $P_2=c(c^2+\pi^2a^2)/3$, and is divisible by it. Each even moment is thus a polynomial in $c$ and $a$ apart from exponential terms. For $k=6$,
\begin{equation}
P_6=\tfrac17(c^7+21c^5m_2+35c^3m_4+7cm_6)=\tfrac17c^7(1+u)\left(1+6u+\tfrac{31}{3}u^2\right),
\end{equation}
\begin{equation}
\langle r^4\rangle\simeq\frac{3c^4}{7}+\frac{18\pi^2a^2c^2}{7}+\frac{31\pi^4a^4}{7}.
\end{equation}
The mean radius has no such form: $P_3=c^4/4+\pi^2a^2c^2/2+7\pi^4a^4/60$ equals $-2\pi^4a^4/15$ at $c=i\pi a$, not zero.

\subsection{The potential as an average over balls}

A ball of unit density contributes $R^2/2-r^2/6$ to $-VI_2/(Z\kappa)$ when $r<R$, and $R^3/(3r)$ when $r>R$. The second expression exceeds the first by
\begin{equation}
\frac{R^3}{3r}-\frac{R^2}{2}+\frac{r^2}{6}=\frac{(r-R)^2(r+2R)}{6r}.
\end{equation}
Using the inner form for all balls and correcting those with $R<r$,
\begin{align}
-\frac{I_2V}{Z\kappa}=\int_0^\infty\!\Big(\frac{R^2}{2}-\frac{r^2}{6}\Big)w(R-c)\,dR
+\int_0^r\!\frac{(r-R)^2(r+2R)}{6r}\,w(R-c)\,dR .\label{vball}
\end{align}
Up to terms of order $e^{-c/a}$, the first integral is $c^2/2+m_2/2-r^2/6$, the quadratic part of \eqref{vin}. The second is positive and deepens the potential. At $r=c\gg a$ its leading value is $\tfrac12\int_0^\infty t^2w\,dt=m_2/4=\pi^2a^2/12$, which is the term $a^2E_2(0)$ of \eqref{vin}. The correction is exponentially small deep inside but only of order $a^2$ at the surface, where it must be kept.

\section{Contact energy shift}

By \eqref{vj}, $V+Z\kappa/r=Z\kappa J/(rI_2)$. Exchanging the order of integration,
\begin{equation}
\int_0^\infty rJ\,dr=\int_0^\infty sf\int_0^s(rs-r^2)\,dr\,ds=\frac{I_4}{6},
\end{equation}
so that
\begin{equation}
\int\left(V+\frac{Z\kappa}{r}\right)d^3r=\frac{2\pi}{3}Z\kappa\langle r^2\rangle .
\end{equation}
To first order, and for an electron density constant over the nucleus, the nonrelativistic level shift is this integral times $|\psi(0)|^2$. For a hydrogenlike 1s state with a fixed nucleus, $|\psi|^2=(Z^3/\pi a_B^3)e^{-2Zr/a_B}$, where $a_B$ is the Bohr radius. The shift is $2Z^4\langle r^2\rangle/(3a_B^2)$ hartree. The next term of the density, $-2Zr/a_B$, brings in $\int r^2J\,dr=I_5/12$ and changes the shift by the relative amount
\begin{equation}
-\frac{2Z}{a_B}\,\frac{I_5/12}{I_4/6}=-\frac{Z}{a_B}\frac{\langle r^3\rangle}{\langle r^2\rangle}.
\end{equation}

\section{A worked nucleus}

Take the round model values $Z=20$, $c=4$ fm and $a=0.5$ fm. Then $u=0.154213$ and $P_2=(64/3)(1.154213)=24.6232$ fm$^3$. The exponential part of $I_2$ is $8.4\times10^{-5}$ fm$^3$, and $\rho_0=0.003232$ fm$^{-3}$. The mean-square radius is
\begin{equation}
R_0^2=9.6000+3.4544=13.0544\ \mathrm{fm}^2 .
\end{equation}
The surface supplies about a quarter of it. Equation \eqref{lead} gives the error as $-0.25\,(13.0544-3)(3.3546\times10^{-4})/24.6232=-3.42\times10^{-5}$ fm$^2$, in agreement with the full value. The rms radius is 3.613 fm, or $6.828\times10^{-5}$ bohr.

The relative defect $(\langle r^2\rangle-R_0^2)/\langle r^2\rangle$, with $\langle r^2\rangle$ the integrated value, is $-2.4\%$ at $c/a=1$, $-0.05\%$ at $c/a=4$ and $-2.6\times10^{-6}$ at $c/a=8$. The one-exponential estimate is poor at $c/a=1$, where it gives $-3.5\%$, and good from $c/a=4$ on.

The central potential is $-9.838$ MeV, or $-3.615\times10^5$ hartree. The quadratic part with $P_2$ in place of $I_2$ differs from the full potential by 0.0001 MeV at the centre and 0.003 MeV at 2 fm. At $r=c$ it gives $-6.719$ MeV instead of $-6.893$ MeV, an error of 2.5\% of the full value. There the $E_2$ term contributes $-0.24$ MeV and the $E_3$ term about $+0.07$ MeV, which accounts for the difference. At 8 fm the potential differs from the point-charge value by 0.00011 MeV.

The contact formula gives a 1s shift of $4.973\times10^{-4}$ hartree, and integration over the full 1s density gives $4.965\times10^{-4}$ hartree. The relative difference, $-1.558\times10^{-3}$, is close to the predicted $-1.560\times10^{-3}$. Both shifts omit relativity, and its effect is much larger than this difference. It is also larger than $(Z\alpha)^2\approx0.02$ suggests, with $\alpha$ the fine-structure constant. The well is about ten times deeper than $2m_ec_0^2\approx1.02$ MeV, with $c_0$ the speed of light, and the Dirac 1s density grows as $r^{2\gamma-2}$, $\gamma=\sqrt{1-(Z\alpha)^2}$, towards the nucleus, which brings in a large logarithm of $Z\langle r^2\rangle^{1/2}/a_B$. The radial Dirac equation in the same potential gives a shift of $5.77\times10^{-4}$ hartree, about 16\% above the contact value. Both are also only first order in $V+Z\kappa/r$. Near the centre of the nucleus this perturbation is comparable to $Z\kappa/r$ itself. To first order it lowers the wavefunction at $r=0$ by a relative amount close to $Z\langle r\rangle/a_B\approx1.3\times10^{-3}$, which is of the same order as the difference just computed. The comparison therefore tests the first-order integrals, and the numbers are not predictions for an ion. The remaining values are in the numerical output.

\section{What each derivation assumes}

Both derivations need an integer $k$, since the extended range contains powers of negative numbers. The first also needs the particular form of $f$: the reflection identity and the geometric series turn the omitted tail into $E_{k+1}$. It therefore yields the remainder itself and holds for any $c/a>0$.

The second gives only the bound \eqref{bound} on the remainder, but its structure needs less. For any even surface weight $w$ of unit area, with finite moments and a negligible part at $R<0$, the same expansion gives
\begin{equation}
\langle r^2\rangle\simeq\frac35\,\frac{c^4+10c^2m_2+5m_4}{c^2+3m_2}
=\frac35\left[c^2+7m_2+\frac{5m_4-21m_2^2}{c^2+3m_2}\right].
\end{equation}
The fraction vanishes when $m_4=21m_2^2/5$. The Fermi profile satisfies this, since $21\pi^4a^4/45=7\pi^4a^4/15$. A Gaussian weight has $m_4=3m_2^2$ and leaves $-6m_2^2/(c^2+3m_2)$ in the bracket, a power correction. The terminating form of $\langle r^2\rangle$ thus requires the special ratio $m_4/m_2^2=21/5$, which the Fermi profile has, whereas the leading surface term $21m_2/5$ is common to all such symmetric surfaces.

\section*{Values computed for the example and the checks}
\begin{verbatim}
charge number Z = 20
half-density radius c = 4.0 fm
diffuseness a = 0.5 fm
kappa = 1.439965 MeV fm
exp(-c/a) = 3.35463e-04
pi^2 a^2/c^2 = 0.154213
polynomial P_2 = 24.62320147 fm^3
exponential part of I_2 = 8.38621e-05 fm^3
I_2 = 24.62328533 fm^3
rho0 = 0.00323180 fm^-3
rho(0)/rho0 = 0.999665
90-10 percent thickness = 2.19722 fm
<r> = 3.429654 fm
3c^2/5 = 9.600000 fm^2
7 pi^2 a^2/5 = 3.454362 fm^2
<r^2> polynomial = 13.05436154 fm^2
<r^2> with exponentials = 13.05432730 fm^2
<r^2> defect = -3.42429e-05 fm^2
rms radius = 3.613077 fm
rms radius converted = 6.827726e-05 bohr
<r^3> = 53.86709 fm^3
<r^4> = 238.19093 fm^4
c/a | <r^2>/a^2 quadrature | polynomial | rel. defect | leading est.
  1 | 14.08613324 | 14.41744616 | -2.3521e-02 | -3.4850e-02
  2 | 16.10353508 | 16.21744616 | -7.0737e-03 | -7.6665e-03
  4 | 23.40538300 | 23.41744616 | -5.1540e-04 | -5.1806e-04
  8 | 52.21730919 | 52.21744616 | -2.6231e-06 | -2.6232e-06
 16 | 167.41744614 | 167.41744616 | -1.4735e-10 | -1.4735e-10
r (fm) | V closed form (MeV) | V direct integration (MeV)
0.0 | -9.8376453 | -9.8376453
2.0 | -9.0607214 | -9.0607214
4.0 | -6.8934317 | -6.8934317
6.0 | -4.7936601 | -4.7936601
8.0 | -3.5998010 | -3.5998010
r (fm) | V from quadratic interior part and P_2 only (MeV)
0.0 | -9.8377768
2.0 | -9.0580437
4.0 | -6.7188441
V(0) converted = -3.615268e+05 hartree
point-charge potential at 8 fm = -3.5999114 MeV
volume integral of V+Z kappa/r = 787.39909 MeV fm^3
1s shift, contact formula = 4.972571e-04 hartree
1s shift, full 1s density = 4.964823e-04 hartree
relative difference of the shifts = -1.55798e-03
predicted relative difference = -1.55954e-03
\end{verbatim}
